# Why the Bethe Maximum Is Not the Stopping Peak: a numerical check

```python
# Result under test: the uncorrected Bethe stopping formula peaks at
#   E_B = (M/m) * e * I / 4   (e = 2.718..., M proton mass, m electron mass),
# but this is not the physical stopping maximum. The comparison is a target of
# harmonically bound electrons, whose first Born stopping is known at all speeds.
# Symbols: xi = 2 m v^2 / (hbar omega); L(xi) replaces the Bethe logarithm;
# I = mean excitation energy; K, L, M = electron shells of silicon.
# Energies are in eV and lengths in nm unless a name says otherwise.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import exp1, gammaincc, gammaln, digamma

mass_ratio = sc.m_p / sc.m_e
hartree = sc.physical_constants["Hartree energy in eV"][0]
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9          # eV nm
lattice_nm = sc.physical_constants["lattice parameter of silicon"][0] * 1e9
density = 8 / lattice_nm**3                                # atoms per nm^3
Z = 14
I_mean = 173.0
shell_count = np.array([2.0, 8.0, 4.0])                    # K, L, M
plasma_energy = (sc.hbar / sc.e) * np.sqrt(
    4 * density * 1e27 * sc.e**2 / (sc.epsilon_0 * sc.m_e))
K_energy = 2500.0


def shell_energies(k_energy, m_energy):
    """The L-shell energy follows from the given mean excitation energy."""
    log_l = (Z * np.log(I_mean) - 2 * np.log(k_energy)
             - 4 * np.log(m_energy)) / 8
    return np.array([k_energy, np.exp(log_l), m_energy])


def oscillator_log(xi):
    n = np.arange(2, int(xi + 10 * np.sqrt(xi) + 12) + 1)
    return 0.5 * (exp1(1 / xi) + np.sum(gammaincc(n - 1, n**2 / xi) / (n - 1)))


def log_from_wavefunctions(xi):
    """Energy loss summed from oscillator wavefunctions (hbar=m=omega=1)."""
    v = np.sqrt(xi / 2)
    x = np.linspace(-14, 14, 1401)
    dx = x[1] - x[0]
    ground = np.pi**-0.25 * np.exp(-x**2 / 2)
    previous, current = np.zeros_like(x), ground.copy()
    nodes, weights = np.polynomial.legendre.leggauss(200)
    total, n = 0.0, 0
    while (n + 1) / v < 13:
        following = (np.sqrt(2 / (n + 1)) * x * current
                     - np.sqrt(n / (n + 1)) * previous)
        previous, current = current, following
        n += 1
        low, high = n / v, 16.0
        q = 0.5 * (high - low) * nodes + 0.5 * (high + low)
        amplitude = np.exp(1j * np.outer(q, x)) @ (current * ground) * dx
        total += n * 0.5 * (high - low) * np.sum(
            weights * 2 * np.abs(amplitude)**2 / q**3)
    return total


log_nodes, log_weights = np.polynomial.legendre.leggauss(300)


def log_with_projectile(xi, omega, neutral):
    """Same loss by quadrature; neutral=True adds a frozen 1s electron."""
    total = 0.0
    for n in range(1, int(xi + 10 * np.sqrt(xi) + 12) + 1):
        low = n**2 / xi
        high = max(n, low) + 12 * np.sqrt(n) + 40
        half = 0.5 * np.log(high / low)
        t = np.exp(half * log_nodes + 0.5 * np.log(high * low))
        strength = np.exp((n - 1) * np.log(t) - t - gammaln(n))
        if neutral:
            q_squared = 2 * t * omega / hartree
            strength = strength * (1 - (1 + q_squared / 4)**-2)**2
        total += 0.5 * half * np.sum(log_weights * strength)
    return total


def stopping(E, stopping_number):
    """Stopping power in eV/nm at proton energy E in eV."""
    return (4 * np.pi * density * coulomb**2 * stopping_number
            / (2 * E / mass_ratio))


def bethe(E):
    return stopping(E, Z * np.log(4 * E / (mass_ratio * I_mean)))


def shell_xi(E, energies):
    return 4 * E / (mass_ratio * energies)


def model(E, energies):
    logs = np.array([oscillator_log(s) for s in shell_xi(E, energies)])
    return stopping(E, shell_count @ logs)


def clipped_bethe(E, energies):
    logs = np.maximum(0, np.log(shell_xi(E, energies)))
    return stopping(E, shell_count @ logs)


def neutral_model(E, energies):
    logs = np.array([log_with_projectile(s, w, True)
                     for s, w in zip(shell_xi(E, energies), energies)])
    return stopping(E, shell_count @ logs)


def find_peak(curve, low=3e3, high=1.5e6, points=100):
    u = np.linspace(np.log(low), np.log(high), points)
    best = int(np.argmax([curve(np.exp(a)) for a in u]))
    assert 0 < best < points - 1
    fit = minimize_scalar(lambda a: -curve(np.exp(a)), method="bounded",
                          bounds=(u[best - 1], u[best + 1]),
                          options={"xatol": 1e-7})
    return np.exp(fit.x)


# Bethe maximum: numerical search against the derived formula
E_bethe = mass_ratio * np.e * I_mean / 4
E_zero = mass_ratio * I_mean / 4
assert abs(find_peak(bethe) / E_bethe - 1) < 1e-5
assert bethe(0.99 * E_zero) < 0 < bethe(1.01 * E_zero)

# Oscillator formula against wavefunctions, and its high-speed limit
wave_errors = [abs(log_from_wavefunctions(s) / oscillator_log(s) - 1)
               for s in (1.5, 5.0)]
assert max(wave_errors) < 1e-7
xi_high = 2000.0
deficit = xi_high * (np.log(xi_high) - oscillator_log(xi_high))
assert abs(deficit - 3) < 0.1        # next term is of relative order 1/xi

# One frequency: true maximum lies above the Bethe one
xi_peak = find_peak(lambda s: oscillator_log(s) / s, 0.5, 100)
assert xi_peak > np.e

# Silicon
energies = shell_energies(K_energy, plasma_energy)
E_model = find_peak(lambda E: model(E, energies))
E_clipped = find_peak(lambda E: clipped_bethe(E, energies))
assert E_clipped < E_model < 0.5 * E_bethe
assert bethe(E_model) < 0 < model(E_model, energies)
assert (model(0.9 * E_bethe, energies) > model(E_bethe, energies)
        > model(1.1 * E_bethe, energies))
ratio_10MeV = model(1e7, energies) / bethe(1e7)
assert abs(ratio_10MeV - 1) < 0.03   # remaining inner-shell deficit
logs_false = shell_count * np.log(shell_xi(E_bethe, energies))
logs_model = shell_count * np.log(shell_xi(E_model, energies))
full_false = shell_count * np.array(
    [oscillator_log(s) for s in shell_xi(E_bethe, energies)])
assert logs_false[0] < 0 and logs_model[0] < 0 and logs_model[1] < 0
assert np.all(full_false > 0)

# Other choices of shell energies
scan = []
for k_energy in (2000.0, 3500.0):
    for factor in (0.7, 1.5):
        trial = shell_energies(k_energy, factor * plasma_energy)
        scan.append(find_peak(lambda E: model(E, trial)))
assert max(scan) < 0.5 * E_bethe

# Path between the two peak energies
path_nm = quad(lambda E: 1 / model(E, energies), E_model, E_bethe,
               epsrel=1e-7)[0]

# Neglected effects
rest_p = sc.m_p * sc.c**2 / sc.e
rest_e = sc.m_e * sc.c**2 / sc.e


def relativistic_bethe(E):
    gamma = 1 + E / rest_p
    beta2 = 1 - 1 / gamma**2
    return (np.log(2 * rest_e * beta2 * gamma**2 / I_mean) - beta2) / beta2


E_relativistic = find_peak(relativistic_bethe)
assert abs(E_relativistic / E_bethe - 1) < 0.01


def speed(E):
    return np.sqrt(2 * E / (mass_ratio * hartree))


def bloch(E):
    return float(np.real(digamma(1.0) - digamma(1 + 1j / speed(E))))


def nuclear(E):
    """Screened Coulomb estimate of the loss to silicon nuclei."""
    target = 28.085 * sc.atomic_mass / sc.m_p
    reduced = target / (1 + target)
    closest = Z * coulomb / (2 * E * reduced)
    screening = 0.8853 * bohr_nm / Z**(1 / 3)
    return (4 * np.pi * density * Z**2 * coulomb**2
            / (target * 2 * E) * np.log(screening / closest))


for s in (0.5, 5.0, 28.0):
    assert abs(log_with_projectile(s, 16.0, False)
               / oscillator_log(s) - 1) < 1e-6
E_neutral = find_peak(lambda E: neutral_model(E, energies), points=50)
assert E_neutral < E_bethe


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("proton/electron mass ratio", mass_ratio, digits=7)
show("silicon atomic density", density, "nm^-3")
show("mean excitation energy I (input)", I_mean, "eV")
show("K-shell energy (input)", energies[0], "eV")
show("L-shell energy (from I)", energies[1], "eV")
show("M-shell energy (valence plasma)", energies[2], "eV")
show("Bethe maximum energy", E_bethe / 1e3, "keV")
show("Bethe zero energy", E_zero / 1e3, "keV")
show("Bethe stopping at its maximum", bethe(E_bethe), "eV/nm")
show("largest wavefunction-test relative error", max(wave_errors), digits=2)
show("xi*(ln xi - L) at xi=2000", deficit)
show("L at xi=e (Bethe logarithm is 1)", oscillator_log(np.e))
show("one-frequency true peak xi", xi_peak)
show("model silicon peak energy", E_model / 1e3, "keV")
show("model stopping at model peak", model(E_model, energies), "eV/nm")
show("Bethe stopping at model peak", bethe(E_model), "eV/nm")
show("model stopping at Bethe maximum", model(E_bethe, energies), "eV/nm")
show("peak energy ratio Bethe/model", E_bethe / E_model, digits=3)
show("Bethe peak without negative logs", E_clipped / 1e3, "keV")
for name, a, b, c in zip("KLM", logs_false, full_false, logs_model):
    print(f"{name} shell, count*log: Bethe at Bethe max {a:.3f}, "
          f"full {b:.3f}; Bethe at model peak {c:.3f}")
show("model/Bethe stopping at 10 MeV", ratio_10MeV)
show("lowest peak in shell-energy scan", min(scan) / 1e3, "keV", 3)
show("highest peak in shell-energy scan", max(scan) / 1e3, "keV", 3)
show("path between the two peak energies", path_nm / 1e3, "um", 3)
show("relativistic shift of Bethe maximum",
     100 * (E_relativistic / E_bethe - 1), "%", 2)
for name, E in (("Bethe maximum", E_bethe), ("model peak", E_model)):
    show(f"speed at {name}", speed(E), "Bohr speeds", 3)
    show(f"Born parameter e^2/(4 pi eps0 hbar v) at {name}",
         1 / speed(E), digits=3)
    show(f"Bloch term per electron at {name}", bloch(E), digits=3)
    show(f"nuclear/electronic stopping at {name}",
         100 * nuclear(E) / model(E, energies), "%", 2)
    show(f"neutral/bare projectile stopping at {name}",
         neutral_model(E, energies) / model(E, energies), digits=3)
show("neutral-projectile peak energy", E_neutral / 1e3, "keV", 3)
print("done: every assertion held")
```

Running it gives:

```
proton/electron mass ratio: 1836.153
silicon atomic density: 49.94 nm^-3
mean excitation energy I (input): 173 eV
K-shell energy (input): 2500 eV
L-shell energy (from I): 286.5 eV
M-shell energy (valence plasma): 16.6 eV
Bethe maximum energy: 215.9 keV
Bethe zero energy: 79.41 keV
Bethe stopping at its maximum: 77.48 eV/nm
largest wavefunction-test relative error: 1.4e-13
xi*(ln xi - L) at xi=2000: 3.006
L at xi=e (Bethe logarithm is 1): 0.5477
one-frequency true peak xi: 4.648
model silicon peak energy: 37.22 keV
model stopping at model peak: 135.5 eV/nm
Bethe stopping at model peak: -340.6 eV/nm
model stopping at Bethe maximum: 83.26 eV/nm
peak energy ratio Bethe/model: 5.8
Bethe peak without negative logs: 20.71 keV
K shell, count*log: Bethe at Bethe max -3.342, full 0.001; Bethe at model peak -6.857
L shell, count*log: Bethe at Bethe max 3.965, full 2.193; Bethe at model peak -10.098
M shell, count*log: Bethe at Bethe max 13.376, full 12.852; Bethe at model peak 6.345
model/Bethe stopping at 10 MeV: 0.9818
lowest peak in shell-energy scan: 24.8 keV
highest peak in shell-energy scan: 69.2 keV
path between the two peak energies: 1.71 um
relativistic shift of Bethe maximum: 0.035 %
speed at Bethe maximum: 2.94 Bohr speeds
Born parameter e^2/(4 pi eps0 hbar v) at Bethe maximum: 0.34
Bloch term per electron at Bethe maximum: -0.127
nuclear/electronic stopping at Bethe maximum: 0.15 %
neutral/bare projectile stopping at Bethe maximum: 0.434
speed at model peak: 1.22 Bohr speeds
Born parameter e^2/(4 pi eps0 hbar v) at model peak: 0.819
Bloch term per electron at model peak: -0.523
nuclear/electronic stopping at model peak: 0.38 %
neutral/bare projectile stopping at model peak: 0.267
neutral-projectile peak energy: 94.4 keV
done: every assertion held
```
